**Nanowire length set by loss of gold to the sidewalls**

A hemispherical droplet of initial radius $R_0$, with $n$ gold atoms per volume, leaves $\theta$ gold atoms on each unit area of new sidewall. For weak taper and no other gold exchange, the wire ends at $L=nR_0^2/(2\theta)$. The program builds the wire one atomic bilayer at a time from a running count of gold atoms, and asserts that its length, radius and remaining gold agree with the formulas within stated tolerances. It also sums frustum areas at strong taper, where the corrected profile conserves gold and the simple one needs 5.3 % too much. Further assertions cover dissolved silicon, contact angle, wall shape, an early end of growth, earlier gold loss and evaporation. For $R_0=40$ nm, $n=53\ \mathrm{nm^{-3}}$ and $\theta=7.8\ \mathrm{nm^{-2}}$, the formula gives 5435.9 nm and the layer-by-layer count 5434.9 nm. With rough values for silicon content, contact angle, wall shape and early stop taken together, the length becomes about 6.4 μm.

## Numerical verification

```python
"""Length of a nanowire whose gold droplet is used up by its sidewalls.

Result under test: a hemispherical droplet of initial radius R0, with n gold
atoms per volume, leaves theta gold atoms per area of new sidewall. The wire
then ends at L = n R0^2 / (2 theta), with radius R(z) = R0 sqrt(1 - z/L).
This holds for weak taper, theta/(n R0) << 1, and no other gold exchange.
Lengths are in nm. Material parameters are rough values for Au on Si.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

HEMISPHERE = 2 * np.pi / 3      # droplet volume / radius^3
CIRCLE = 2 * np.pi              # wall perimeter / radius


def grow(radius0, density, coverage, layer, volume_factor=HEMISPHERE,
         wall_factor=CIRCLE, stop_radius=0.0):
    """Add layers one by one, taking wall gold from a running atom count."""
    atoms = density * volume_factor * radius0**3
    radii, counts = [], []
    while True:
        radius = (atoms / (density * volume_factor)) ** (1 / 3)
        lost = coverage * wall_factor * radius * layer
        if lost >= atoms or radius <= stop_radius:
            return layer * len(radii), np.array(radii), np.array(counts)
        radii.append(radius)
        counts.append(atoms)
        atoms -= lost


def final_length(radius0, density, coverage):
    return density * radius0**2 / (2 * coverage)


# Example parameters
R0 = 40.0                       # nm
n = 53.0                        # gold atoms per nm^3
theta = 7.8                     # gold atoms per nm^2
temperature = 870.0             # K
silicon_fraction = 0.25         # atomic fraction dissolved in the droplet
contact_angle = np.radians(110.0)
wall_energy = 1.2               # J/m^2
silicon_volume = 0.020          # nm^3 per atom
driving_energy = 0.05           # eV per silicon atom
gold_pressure = 1e-12           # Torr, vapour pressure of gold
growth_rate = 0.1               # nm/s
gold_loss = 0.10                # fraction lost to neighbours before growth

# Silicon (111) geometry
lattice = const.value('lattice parameter of silicon') * 1e9
layer = lattice / np.sqrt(3)
plane_density = 0.5 * (8 / lattice**3) * layer
cell = np.cross([1, -1, 0], [0, 1, -1]) * (lattice / 2) ** 2
assert abs(plane_density * np.linalg.norm(cell) - 1) < 1e-12

# The explicit layer sum falls short by about (layer/4) ln(L/layer), plus
# one or two layers at the end: at most six layers for the cases used here.
tolerance = 6 * layer

# Hemisphere volume from discs
disc_volume = quad(lambda h: np.pi * (R0**2 - h**2), 0, R0)[0]
assert abs(disc_volume / (HEMISPHERE * R0**3) - 1) < 1e-10

# Main result, for the example and for other parameters
L = final_length(R0, n, theta)
L_layers, radii, counts = grow(R0, n, theta, layer)
assert abs(L_layers - L) < tolerance
for case in [(20.0, 53.0, 7.8), (40.0, 53.0, 3.9), (30.0, 60.0, 12.0)]:
    assert abs(grow(*case, layer)[0] - final_length(*case)) < tolerance

# Radius and remaining gold along the wire
N0 = n * HEMISPHERE * R0**3
profile = []
for part in (0.25, 0.50, 0.75):
    index = int(round(part * L / layer))
    radius = R0 * np.sqrt(1 - part)
    gold_left = (1 - part) ** 1.5
    assert abs(radii[index] / radius - 1) < 2e-3
    assert abs(counts[index] / N0 / gold_left - 1) < 5e-3
    profile.append((part, radius, gold_left))


# Wall area with taper: height between radius a and radius x*a, in units of a
def tapered_height(x):
    return 0.5 * (x * np.sqrt(x**2 - 1) - np.arccosh(x))


def frustum_area(radius, height):
    slant = np.hypot(np.diff(radius), np.diff(height))
    return np.sum(np.pi * (radius[1:] + radius[:-1]) * slant)


# Strong taper, R0 = 5a, with n = theta = 1: gold on walls = gold lost
r = np.linspace(1, 5, 40001)
wall_gold = frustum_area(r, tapered_height(r))
assert abs(wall_gold / (HEMISPHERE * (5**3 - 1)) - 1) < 1e-6
r = np.linspace(0, 5, 40001)
simple_excess = frustum_area(r, r**2 / 2) / (HEMISPHERE * 5**3) - 1
assert simple_excess > 0.03     # the simple profile fails at strong taper

a = theta / n
taper_shortfall = L - a * tapered_height(R0 / a)
leading_shortfall = 0.5 * a * (0.5 + np.log(2 * R0 / a))
assert abs(taper_shortfall / leading_shortfall - 1) < 1e-3
taper_angle = np.degrees(np.arctan(1 / np.sqrt((R0 / a) ** 2 - 1)))

# Dissolved silicon, equal atomic volumes
n_alloy = n * (1 - silicon_fraction)
L_alloy = L * (1 - silicon_fraction)
assert abs(grow(R0, n_alloy, theta, layer)[0] - L_alloy) < tolerance
R0_swollen = (N0 / (n_alloy * HEMISPHERE)) ** (1 / 3)
L_same_gold = L * (1 - silicon_fraction) ** (1 / 3)
assert abs(grow(R0_swollen, n_alloy, theta, layer)[0]
           - L_same_gold) < tolerance

# Contact angle: cap volume from discs against the closed form
cosb, sinb = np.cos(contact_angle), np.sin(contact_angle)
sphere = 1 / sinb
cap_volume = quad(lambda t: np.pi * (sphere**2 - (sphere - t) ** 2),
                  0, sphere * (1 - cosb))[0]
cap_ratio = (1 - cosb) ** 2 * (2 + cosb) / (2 * sinb**3)
assert abs(cap_volume / HEMISPHERE / cap_ratio - 1) < 1e-10
L_cap = L * cap_ratio
assert abs(grow(R0, n, theta, layer, volume_factor=cap_volume)[0]
           - L_cap) < tolerance

# Hexagon of the same area as the circle, from its corner points
corners = np.exp(1j * np.pi / 3 * np.arange(7))
hex_area = 0.5 * np.sum((corners[:-1].conj() * corners[1:]).imag)
hex_perimeter = np.sum(abs(np.diff(corners))) * np.sqrt(np.pi / hex_area)
hex_ratio = hex_perimeter / CIRCLE
assert abs(hex_ratio - np.sqrt(2 * np.sqrt(3) / np.pi)) < 1e-12
L_hex = L / hex_ratio
assert abs(grow(R0, n, theta, layer, wall_factor=hex_perimeter)[0]
           - L_hex) < tolerance

# Sawtooth wall made wholly of {111} facets: the upper limit of its area
axis = np.array([1, 1, 1]) / np.sqrt(3)
facet = np.array([1, 1, -1]) / np.sqrt(3)
facet_tilt = np.arcsin(axis @ facet)
saw_ratio = 1 / np.cos(facet_tilt)
L_saw = L / saw_ratio
assert abs(grow(R0, n, theta, layer, wall_factor=CIRCLE * saw_ratio)[0]
           - L_saw) < tolerance

# Growth stops where wall energy cancels the driving energy
volume_m3 = silicon_volume * 1e-27
drive_J = driving_energy * const.e
R_stop = 2 * wall_energy * volume_m3 / drive_J * 1e9


def energy_per_length(radius_nm):
    radius = radius_nm * 1e-9
    return (2 * np.pi * radius * wall_energy
            - np.pi * radius**2 * drive_J / volume_m3)


assert abs(brentq(energy_per_length, 0.1, 100) - R_stop) < 1e-6
L_stop = L * (1 - (R_stop / R0) ** 2)
assert abs(grow(R0, n, theta, layer, stop_radius=R_stop)[0]
           - L_stop) < tolerance

# Gold lost to neighbours before growth
L_loss = L * (1 - gold_loss) ** (2 / 3)
R0_loss = R0 * (1 - gold_loss) ** (1 / 3)
assert abs(grow(R0_loss, n, theta, layer)[0] - L_loss) < tolerance

# Silicon, contact angle, hexagon, sawtooth and early stop together
L_all = (L * (1 - silicon_fraction) * cap_ratio / hex_ratio / saw_ratio
         * (1 - (R_stop / R0) ** 2))
L_all_layers = grow(R0, n_alloy, theta, layer, cap_volume,
                    hex_perimeter * saw_ratio, R_stop)[0]
assert abs(L_all_layers - L_all) < tolerance

# Evaporation: kinetic flux, checked by the mean over thermal velocities
pressure = gold_pressure * const.torr
mass = 196.97 * const.atomic_mass
kT = const.k * temperature
flux = pressure / np.sqrt(2 * np.pi * mass * kT)
mean_u = quad(lambda u: u * np.exp(-u**2 / 2) / np.sqrt(2 * np.pi),
              0, np.inf)[0]
assert abs(pressure / kT * np.sqrt(kT / mass) * mean_u / flux - 1) < 1e-8
growth_time = L / growth_rate
surface_time = quad(lambda z: 2 * np.pi * R0**2 * (1 - z / L),
                    0, L)[0] / growth_rate
evaporated = flux * 1e-18 * surface_time
assert evaporated / N0 < 1e-3

print(f"Initial radius R0: {R0:.1f} nm")
print(f"Gold density n: {n:.1f} nm^-3")
print(f"Sidewall gold theta: {theta:.2f} nm^-2")
print(f"Atom density of a Si(111) plane: {plane_density:.2f} nm^-2")
print(f"Si(111) bilayer height: {layer:.4f} nm")
print(f"Initial gold atoms in droplet: {N0:.3e}")
print(f"Final length L, formula: {L:.1f} nm = {L / 1000:.2f} um")
print(f"Final length, layer by layer: {L_layers:.1f} nm")
for part, radius, gold_left in profile:
    print(f"At z/L = {part:.2f}: R = {radius:.2f} nm, "
          f"gold left = {100 * gold_left:.1f} %")
print(f"Length a = theta/n: {a:.4f} nm")
print(f"Taper angle at the base: {taper_angle:.3f} degrees")
print(f"Height lost through taper of the wall: {taper_shortfall:.2f} nm")
print(f"Excess wall gold of simple profile at R0 = 5a: "
      f"{100 * simple_excess:.1f} %")
print(f"Dissolved silicon fraction: {silicon_fraction:.2f}")
print(f"L with dissolved silicon, same R0: {L_alloy:.0f} nm")
print(f"L with dissolved silicon, same gold: {L_same_gold:.0f} nm")
print(f"Swollen droplet radius, same gold: {R0_swollen:.2f} nm")
print(f"Contact angle: {np.degrees(contact_angle):.0f} degrees")
print(f"Cap volume / hemisphere volume: {cap_ratio:.3f}")
print(f"L with this contact angle: {L_cap:.0f} nm")
print(f"Hexagon perimeter / circle perimeter: {hex_ratio:.4f}")
print(f"L with hexagonal section: {L_hex:.0f} nm")
print(f"Tilt of {{111}} sawtooth facets: {np.degrees(facet_tilt):.2f} degrees")
print(f"Sawtooth area / smooth area, upper limit: {saw_ratio:.4f}")
print(f"L with sawtooth wall: {L_saw:.0f} nm")
print(f"Wall energy: {wall_energy:.2f} J/m^2")
print(f"Volume per silicon atom: {silicon_volume:.3f} nm^3")
print(f"Driving energy per silicon atom: {driving_energy:.3f} eV")
print(f"Radius where growth stops: {R_stop:.2f} nm")
print(f"L with early stop: {L_stop:.0f} nm")
print(f"Gold lost to neighbours before growth: {100 * gold_loss:.0f} %")
print(f"L after this loss: {L_loss:.0f} nm")
print(f"L with silicon, angle, hexagon, sawtooth, stop: {L_all:.0f} nm")
print(f"Ratio of this length to simple L: {L_all / L:.3f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Gold vapour pressure: {gold_pressure:.1e} Torr")
print(f"Growth rate: {growth_rate:.2f} nm/s")
print(f"Growth time: {growth_time / 3600:.1f} h")
print(f"Gold atoms evaporated, upper estimate: {evaporated:.0f}")
print(f"Evaporated fraction of the gold: {evaporated / N0:.1e}")
print("PASS")
```

Printed output:

```
Initial radius R0: 40.0 nm
Gold density n: 53.0 nm^-3
Sidewall gold theta: 7.80 nm^-2
Atom density of a Si(111) plane: 7.83 nm^-2
Si(111) bilayer height: 0.3136 nm
Initial gold atoms in droplet: 7.104e+06
Final length L, formula: 5435.9 nm = 5.44 um
Final length, layer by layer: 5434.9 nm
At z/L = 0.25: R = 34.64 nm, gold left = 65.0 %
At z/L = 0.50: R = 28.28 nm, gold left = 35.4 %
At z/L = 0.75: R = 20.00 nm, gold left = 12.5 %
Length a = theta/n: 0.1472 nm
Taper angle at the base: 0.211 degrees
Height lost through taper of the wall: 0.50 nm
Excess wall gold of simple profile at R0 = 5a: 5.3 %
Dissolved silicon fraction: 0.25
L with dissolved silicon, same R0: 4077 nm
L with dissolved silicon, same gold: 4939 nm
Swollen droplet radius, same gold: 44.03 nm
Contact angle: 110 degrees
Cap volume / hemisphere volume: 1.799
L with this contact angle: 9781 nm
Hexagon perimeter / circle perimeter: 1.0501
L with hexagonal section: 5177 nm
Tilt of {111} sawtooth facets: 19.47 degrees
Sawtooth area / smooth area, upper limit: 1.0607
L with sawtooth wall: 5125 nm
Wall energy: 1.20 J/m^2
Volume per silicon atom: 0.020 nm^3
Driving energy per silicon atom: 0.050 eV
Radius where growth stops: 5.99 nm
L with early stop: 5314 nm
Gold lost to neighbours before growth: 10 %
L after this loss: 5067 nm
L with silicon, angle, hexagon, sawtooth, stop: 6439 nm
Ratio of this length to simple L: 1.184
Temperature: 870 K
Gold vapour pressure: 1.0e-12 Torr
Growth rate: 0.10 nm/s
Growth time: 15.1 h
Gold atoms evaporated, upper estimate: 232
Evaporated fraction of the gold: 3.3e-05
PASS
```
